\section*{When can a voltage pulse carry a macrospin across the equator?}

\section{Problem}

The free layer of a magnetic tunnel junction is described by one unit vector $\mathbf m=(m_x,m_y,m_z)$, with $z$ normal to the film. A constant bias field $B_b>0$ points along $x$. At zero voltage the layer has a perpendicular anisotropy field $B_{k0}>0$. A voltage pulse abruptly changes this to a constant residual value $B_k$. Demagnetization is included in both anisotropy fields, and all fields are expressed as inductions.

During the pulse the energy, divided by the total magnetic moment, is
\begin{equation}
e=-\frac{B_k}{2}m_z^2-B_bm_x .
\label{energy}
\end{equation}
The effective field is minus the gradient of $e$ with respect to $\mathbf m$, and damping is neglected:
\begin{equation}
\mathbf B=(B_b,0,B_km_z),\qquad
\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B,\qquad \gamma>0 .
\label{motion}
\end{equation}

The spin starts at the pole $(0,0,1)$.
\begin{enumerate}
\item For which residual fields $B_k\ge0$ can it reach the equator $m_z=0$?
\item How long must the pulse last for the spin to reach the equator before the pulse ends?
\item How does the condition change if the spin starts from its zero-voltage equilibrium, which the bias field tilts away from the pole?
\end{enumerate}

As an example, take $B_b=30$ mT, $B_{k0}=180$ mT and an anisotropy field that falls by 100 mT per volt. What voltage is needed?

\section{A tempting wrong solution}

The spin should leave the upper hemisphere when that hemisphere no longer offers it an equilibrium. In the $xz$ plane write $\mathbf m=(\sin\theta,0,\cos\theta)$. Then
\begin{align}
e(\theta)&=-\frac{B_k}{2}\cos^2\theta-B_b\sin\theta,\\
\frac{de}{d\theta}&=\cos\theta\,(B_k\sin\theta-B_b).
\label{slope}
\end{align}
A tilted equilibrium has $\sin\theta=B_b/B_k$, which requires $B_k>B_b$. When $B_k$ falls to $B_b$, this equilibrium merges with the in-plane direction $x$. The solution concludes that the spin reaches the equator only if $B_k<B_b$. In the example the voltage would have to exceed $(180-30)/100=1.5$ V.

\section{Where the argument fails}

The calculation of the equilibria is correct. The fault is the assumption that a spin stays in the upper hemisphere whenever an energy minimum exists there. That describes a spin which has lost its excess energy, or one whose anisotropy is lowered slowly enough for it to follow the minimum. Here the anisotropy changes abruptly, the spin is not at the new minimum, and no damping removes its energy.

For $B_k>B_b$ the second derivative of $e(\theta)$ at $\theta=\pi/2$ is
\begin{equation}
\left.\left(B_k\cos2\theta+B_b\sin\theta\right)\right|_{\pi/2}
=B_b-B_k<0 .
\end{equation}
The direction $+x$ is therefore a maximum along this meridian. Along the equator the energy is $-B_bm_x$, which is smallest at $+x$. So $+x$ is a saddle, the lowest pass between the two hemispheres, and its energy is $-B_b$. The energy at the pole is $-B_k/2$. For $B_b<B_k<2B_b$ a barrier does separate the two minima, but
\begin{equation}
-\frac{B_k}{2}>-B_b ,
\end{equation}
so the spin starts above the pass. The existence of a barrier does not decide the question; the starting energy must be compared with its height.

\section{Solution}

\subsection{The necessary condition}

Along the motion,
\begin{equation}
\frac{de}{dt}=-\mathbf B\cdot\frac{d\mathbf m}{dt}
=\gamma\,\mathbf B\cdot(\mathbf m\times\mathbf B)=0 ,
\end{equation}
because $\mathbf m\times\mathbf B$ is perpendicular to $\mathbf B$. The energy keeps its value at the pole, $-B_k/2$:
\begin{equation}
-\frac{B_k}{2}m_z^2-B_bm_x=-\frac{B_k}{2}.
\end{equation}
Solving for $m_x$ gives
\begin{equation}
m_x=\kappa(1-m_z^2),\qquad \kappa=\frac{B_k}{2B_b}.
\label{orbit}
\end{equation}
On the equator this becomes $m_x=\kappa$. A unit vector cannot have $m_x>1$, so $B_k>2B_b$ is excluded.

Equality is excluded too. If $\kappa=1$, the only available point on the equator is $(1,0,0)$. There $\mathbf B=(B_b,0,0)$ is parallel to $\mathbf m$ and the torque vanishes. A spin placed at this point stays there. Since the equation of motion has a unique solution through each point, a moving spin cannot arrive there in a finite time. Hence
\begin{equation}
\boxed{\text{the equator can be reached only if } B_k<2B_b .}
\label{result}
\end{equation}

\subsection{Why the condition is also sufficient}

Energy conservation says which points are allowed, not that the spin visits them. For that we need the motion itself. The cross product in Eq.~\eqref{motion} is
\begin{equation}
\mathbf m\times\mathbf B=
\left(B_km_ym_z,\;B_bm_z-B_km_xm_z,\;-B_bm_y\right).
\end{equation}
Define the dimensionless time $\tau=\gamma B_bt$ and let a prime denote $d/d\tau$. Dividing by $\gamma B_b$ and using $B_k/B_b=2\kappa$ gives
\begin{align}
m_x'&=-2\kappa m_ym_z,\label{mx}\\
m_y'&=-m_z(1-2\kappa m_x),\label{my}\\
m_z'&=m_y.\label{mz}
\end{align}

Equation~\eqref{orbit} suggests $m_z=\cos\phi$ and $m_x=\kappa\sin^2\phi$. Equation~\eqref{mz} then requires $m_y=-\phi'\sin\phi$. The unit length of $\mathbf m$ fixes the speed:
\begin{align}
1&=\kappa^2\sin^4\phi+\phi'^2\sin^2\phi+\cos^2\phi,\\
\sin^2\phi&=\kappa^2\sin^4\phi+\phi'^2\sin^2\phi,\\
\phi'^2&=1-\kappa^2\sin^2\phi .
\end{align}
For $|\kappa|<1$ take
\begin{equation}
\phi'=\sqrt{1-\kappa^2\sin^2\phi},\qquad\phi(0)=0 .
\label{phi}
\end{equation}

It remains to check the other two equations. For $m_x$,
\begin{equation}
m_x'=2\kappa\sin\phi\cos\phi\,\phi'=-2\kappa m_ym_z ,
\end{equation}
as required. For $m_y$, differentiating $\phi'^2$ and dividing by $2\phi'$ gives $\phi''=-\kappa^2\sin\phi\cos\phi$. Therefore
\begin{align}
m_y'&=-\cos\phi\,\phi'^2-\sin\phi\,\phi''\nonumber\\
&=-\cos\phi\,(1-\kappa^2\sin^2\phi)+\kappa^2\sin^2\phi\cos\phi\nonumber\\
&=-\cos\phi\,(1-2\kappa^2\sin^2\phi)=-m_z(1-2\kappa m_x).
\end{align}
All three equations and the initial condition hold, so by uniqueness this is the motion.

The speed obeys $\phi'\ge\sqrt{1-\kappa^2}>0$. The angle therefore passes $\pi/2$ in a finite time, and $m_z=\cos\phi$ changes sign. For $0\le B_k<2B_b$ and a sufficiently long pulse, the spin does cross.

\subsection{The required duration}

Integrating Eq.~\eqref{phi} from the pole to the equator gives
\begin{equation}
t_{\rm eq}=\frac{1}{\gamma B_b}\int_0^{\pi/2}
\frac{d\phi}{\sqrt{1-\kappa^2\sin^2\phi}}
=\frac{K(\kappa^2)}{\gamma B_b},
\label{time}
\end{equation}
where $K$ is the complete elliptic integral of the first kind, with parameter $\kappa^2$. This is the pulse length needed to reach the equator while the voltage is still on. A somewhat shorter pulse can also lead to a crossing, because the spin keeps precessing after the anisotropy returns to $B_{k0}$. Just before the equator $m_z$ is small and $m_x$ is close to $\kappa<1$, so the energy is still above that of the pass when the voltage is removed.

If $B_k=0$, then $K=\pi/2$: the spin makes a quarter turn about the bias field. As $\kappa\to1$ the integrand tends to $1/\cos\phi$, whose integral diverges at $\pi/2$, so the crossing becomes arbitrarily slow.

The integrand depends on $\sin^2\phi$, so the interval from $\pi/2$ to $\pi$ takes the same time again. At $2t_{\rm eq}$ the spin is at the opposite pole. A longer pulse carries it back, and it recrosses the equator at $3t_{\rm eq}$. Reaching the equator is thus not the same as ending in the lower hemisphere. If the pulse stops at $2t_{\rm eq}$ and $B_{k0}>2B_b$, the mirror image of Eq.~\eqref{result} keeps the undamped spin in the lower hemisphere afterwards.

\subsection{Too little voltage, and too much}

For $\kappa>1$, Eq.~\eqref{orbit} and the unit length give
\begin{equation}
m_y^2=(1-m_z^2)\left[1-\kappa^2(1-m_z^2)\right].
\end{equation}
Away from the poles the bracket cannot be negative. Hence $1-m_z^2\le1/\kappa^2$, and the spin remains at
\begin{equation}
m_z\ge\sqrt{1-\frac{1}{\kappa^2}} .
\label{turn}
\end{equation}
It swings towards the equator and turns back.

A large voltage can make $B_k$ negative, so that the plane becomes easy. The equatorial point still has $m_x=\kappa$, which must now exceed $-1$. The equality $\kappa=-1$ again leads to a point of zero torque, $(-1,0,0)$. The derivation of the motion did not use the sign of $\kappa$, so the criterion for reaching the equator during the pulse is $|B_k|<2B_b$ for either sign. For $B_k$ somewhat below $-2B_b$, a suitably timed pulse can still lead to a crossing after it ends, because the returning anisotropy changes the energy. Equation~\eqref{result} is the upper side of the interval $|B_k|<2B_b$.

\section{Starting from the tilted equilibrium}

Before the pulse, Eq.~\eqref{slope} with $B_k$ replaced by $B_{k0}>B_b$ gives the initial tilt
\begin{equation}
s=\sin\theta_0=\frac{B_b}{B_{k0}} .
\end{equation}
Just after the voltage is applied, $\mathbf m$ has not moved, but its energy is evaluated with $B_k$. On the equator the energy is $-B_bm_x\ge-B_b$, so a crossing requires
\begin{align}
-\frac{B_k}{2}(1-s^2)-B_bs&\ge-B_b,\\
\frac{B_k}{2}(1-s)(1+s)&\le B_b(1-s).
\end{align}
Since $s<1$, we may divide by $1-s$. Equality would again require arrival at the stationary point $+x$, so
\begin{equation}
B_k<\frac{2B_b}{1+s}.
\label{tilted}
\end{equation}
The tilt points towards the pass, yet it reduces the largest positive $B_k$ that permits a crossing. It lowers the starting energy through the bias term by more than it raises it through the anisotropy term, as long as $B_ks<2B_b$. This holds for every positive $B_k$ up to the pole threshold $2B_b$, because $s<1$. At the threshold itself the energy change relative to the pole is
\begin{equation}
\frac{B_k}{2}s^2-B_bs
=B_bs\left(\frac{s}{1+s}-1\right)=-\frac{B_bs}{1+s}<0 .
\end{equation}

\section{The numerical example}

The parameters are round values. The free layer is 1.0 nm thick and 70 nm in diameter, with $M_s=1.00$ MA/m. The oxide barrier has thickness $d=2.0$ nm. The voltage coefficient $\xi=100$ fJ/(V\,m) is the change of anisotropy energy per area divided by the electric field $V/d$. Dividing by the layer thickness $t_f$ gives an energy density, which equals $M_s\Delta B_k/2$. Thus
\begin{equation}
\Delta B_k=\frac{2\xi V}{d\,t_fM_s},
\end{equation}
or 100 mT per volt.

At 1.50 V the residual field is $180-150=30$ mT, and $\kappa=30/(2\times30)=0.50$. From the pole, the critical field and minimum voltage are
\begin{equation}
2B_b=60\ \text{mT}=600\ \text{Oe},\qquad
V_{\min}=\frac{180-60}{100}=1.20\ \text{V}.
\end{equation}
Direct numerical integration of Eq.~\eqref{motion}, which does not use the energy argument, also puts the critical field at 60.00 mT. The wrong solution would have called 1.50 V marginal; it is in fact 0.30 V above the ideal threshold.

With $\gamma=0.1761$ rad/(ns\,mT) and $K(0.25)=1.686$,
\begin{equation}
t_{\rm eq}=\frac{1.686}{0.1761\times30}=0.319\ \text{ns}.
\end{equation}
The spin crosses at $m_x=0.50$, $m_y=-0.87$, and reaches the opposite pole after 0.638 ns. At 1.10 V, by contrast, $B_k=70$ mT and $\kappa=1.167$. Equation~\eqref{turn} then gives a lowest $m_z$ of 0.515, and the integrated motion turns back at the same value.

For the equilibrium start, $s=30/180=0.167$. The critical field falls to $60/1.167=51.4$ mT and the minimum voltage rises to 1.29 V. The energy argument shows only that a crossing is impossible above this field; direct integration from the tilted start finds crossings below it and gives the same critical field. This is the appropriate ideal threshold for a layer that has settled before the pulse.

\section{What the ideal model leaves out}

\subsection{Damping and tunnel current}

With Gilbert damping $\alpha$, the equation of motion is
\begin{equation}
\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf B+\alpha\mathbf m\times\dot{\mathbf m}
=-\mathbf m\times(\gamma\mathbf B-\alpha\dot{\mathbf m}).
\end{equation}
The velocity is perpendicular to the last bracket, so $\gamma\mathbf B\cdot\dot{\mathbf m}=\alpha|\dot{\mathbf m}|^2$ and $\dot e=-\alpha|\dot{\mathbf m}|^2/\gamma$. In terms of $\tau$ the loss is $\alpha B_b\int|\mathbf m'|^2d\tau$.

To first order in $\alpha$, evaluate it on the undamped limiting path $\kappa=1$. There $\phi'=\cos\phi$ and $\mathbf m=(\sin^2\phi,-\sin\phi\cos\phi,\cos\phi)$, so $|d\mathbf m/d\phi|^2=1+\sin^2\phi$. The loss is
\begin{equation}
\alpha B_b\int_0^{\pi/2}(1+\sin^2\phi)\cos\phi\,d\phi
=\frac{4}{3}\alpha B_b .
\end{equation}
The initial excess over the pass, $B_b-B_k/2$, must cover it:
\begin{equation}
B_k<2B_b\left(1-\frac{4\alpha}{3}\right).
\end{equation}
For a pole start and $\alpha=0.02$ this gives 58.4 mT, in agreement with integration of the damped equation.

A resistance-area product of 1000 $\Omega\,\mu$m$^2$ gives a tunnel current density of 0.15 MA/cm$^2$. For a spin polarization of 0.60, the corresponding spin-transfer field is about 0.30 mT. With its sign chosen to oppose the crossing, integration gives a critical field of 59.5 mT from the pole, a small change.

\subsection{Stray field and higher anisotropy}

An upward stray field $B_z$ adds $-B_zm_z$ to the energy. It lowers the pole by $B_z$ and leaves the equator unchanged, so reaching the equator requires
\begin{equation}
B_k<2(B_b-B_z).
\end{equation}
For $B_z=3$ mT the limit is 54 mT. In this case the equator is not yet the top of the pass: at $\theta=\pi/2$ the added energy has slope $+B_z$, so the energy is still rising towards the lower hemisphere. A spin released just below the limit can therefore dip under the equator and turn back. For these values the range is narrow: at 53.9 mT the spin turns back at $m_z=-0.02$, while at 53.5 mT it passes on into the lower hemisphere.

A quartic term $-(B_4/4)m_z^4$ lowers the pole by $B_4/4$. The limit becomes $B_k<2B_b-B_4/2$, or 55 mT for $B_4=10$ mT. Both corrections are larger than that from damping for these parameters.

\subsection{Comparison with a real junction}

The example lies in the regime of voltage-controlled tunnel junctions, with a metallic free layer about 1 nm thick and a switching time below 1 ns. Its voltage coefficient is towards the favourable side of typical values. The inputs are rough, and the results are those of the model, not measurements. The ideal assumption of a pole start is broken whenever the in-plane bias acts before the pulse; here this alone moves the threshold from 60 to 51 mT. Including the tilted start, a 0.05 ns linear rise, damping, adverse spin transfer, stray field and quartic anisotropy together lowers it to about 39 mT. The 30 mT residual field still permits a crossing, but the margin for reaching the equator has shrunk from 30 to 9 mT. The margin for going well into the lower hemisphere is smaller still: within 1.5 ns the spin gets down to $m_z=-0.72$ at 36 mT, but at 38 mT it turns back at $m_z=-0.21$.

That combined calculation has no thermal fluctuations. At 300 K the initial $m_x$ has an rms spread of 0.078. Adding one such deviation to $s$ in Eq.~\eqref{tilted} lowers the limit from 51.4 to 48.2 mT. Thermal agitation during the flight adds a further deviation, estimated here for the 0.319 ns flight from the pole. A simple diffusion estimate gives an rms value of 0.05 rad along each of the two directions perpendicular to $\mathbf m$. The precession stretches the deviations in one direction and compresses them in the other, so that the principal rms values at the equator are about 0.07 and 0.04 rad. A crossing in the deterministic calculation therefore does not establish a low error rate.

The pulse also puts 7.5 MV/cm across the barrier, three quarters of an assumed rough breakdown field of 10 MV/cm. For a pole start, the upper ideal voltage limit for reaching the equator during the pulse, where $B_k=-60$ mT, is 2.40 V. It corresponds to 12 MV/cm and lies beyond that breakdown estimate.

Finally, a single spin cannot describe non-uniform motion. For an exchange stiffness of 15 pJ/m, the exchange field of the first non-uniform mode of the disc is about 83 mT. This exceeds the 30 mT bias and makes the macrospin a reasonable first model here, though it does not exclude non-uniform motion. The numerical output lists the inputs and the main results.

\section*{Computed results}
\begin{verbatim}
Bias field: 30.0 mT
Anisotropy field at zero voltage: 180.0 mT
Magnetization: 1.00 MA/m
Free layer thickness: 1.0 nm
Free layer diameter: 70 nm
Barrier thickness: 2.0 nm
Voltage coefficient: 100 fJ/(V m)
Pulse voltage: 1.50 V
Gyromagnetic ratio: 0.17609 rad/(ns mT)
Anisotropy drop per volt: 100.0 mT/V
Residual field in pulse: 30.00 mT
Ratio kappa: 0.5000
Critical field, formula: 60.00 mT = 600 Oe
Critical field, integration: 60.00 mT
Minimum voltage from pole: 1.200 V
Upper voltage limit from pole: 2.400 V
Elliptic integral K: 1.6858
Equator time, formula: 0.3191 ns
Equator time, integration: 0.3191 ns
mx, my at equator: 0.5000, -0.8660
Half-turn pulse: 0.6382 ns
mz after half-turn pulse: -1.00000
Blocked case voltage: 1.10 V
Blocked case residual field: 70.00 mT
Blocked case kappa: 1.1667
Blocked case lowest mz, formula: 0.5151
Blocked case lowest mz, integration: 0.5151
Time window for numerical crossings: 1.5 ns
Initial tilt s: 0.1667
Critical field, tilted start: 51.43 mT
Minimum voltage, tilted: 1.286 V
Damping alpha: 0.020
Critical field, damped, formula: 58.40 mT
Critical field, damped, integration: 58.43 mT
Resistance-area product: 1000 ohm um2
Current spin polarization: 0.60
Tunnel current density: 0.150 MA/cm2
Spin-transfer field: 0.296 mT
Critical field, spin transfer: 59.53 mT
Stray field: 3.0 mT
Critical field, stray field: 54.00 mT
Quartic anisotropy field: 10.0 mT
Critical field, quartic term: 55.00 mT
Pulse rise time: 0.050 ns
Critical field, tilted start and rise: 50.91 mT
Critical field, all adverse terms: 39.01 mT
Chosen pulse crosses with all terms: yes
Temperature: 300 K
Zero-voltage barrier with bias: 58.1 kT
Thermal rms spread of initial mx: 0.0776
Critical field, tilt + 1 rms: 48.22 mT
Thermal rms kick before equator: 0.0492 rad
Electric field in barrier: 7.50 MV/cm
Rough breakdown field (input): 10 MV/cm
Fraction of breakdown field: 0.75
Exchange stiffness: 15 pJ/m
Exchange field of first mode: 83.0 mT
\end{verbatim}
